# One Third of the Reduction Enthalpy: Electrons from Doubly Ionized Oxygen Vacancies

An oxide film is annealed in oxygen at a low, constant pressure. As it is heated, some lattice oxygen leaves as gas, and each departing atom can leave two electrons in the conduction band. The electron density $n$ rises steeply with temperature, and a plot of $\ln n$ against inverse temperature is close to a straight line. Its slope is an energy, but it is not the energy needed to remove an oxygen atom. How are the two related?

The reaction is

$$\mathrm{O(lattice)}\;\rightleftharpoons\;V^{2+}+2e^-+\tfrac12\mathrm{O_2(gas)},$$

where $V^{2+}$ is an empty oxygen site that has given up two electrons. Let $[V]$ be the number of such sites per volume, $p$ the oxygen pressure, $\tau=k_BT$ and $\beta=1/\tau$. The activation energy is the local slope

$$E_a=-\left(\frac{\partial\ln n}{\partial\beta}\right)_p .$$

The reduction enthalpy $\Delta H$ is the enthalpy absorbed per oxygen atom removed, with both electrons free in the band. The result is $E_a=\Delta H/3$ under four conditions: the film exchanges oxygen with the gas at every temperature considered; vacancies and electrons are dilute; interactions between them are negligible; and the vacancies alone balance the electrons,

$$n=2[V].$$

The algebra uses atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$. The volume of the solid is held constant, so thermal expansion is neglected.

## First derivation: counting states

Take a volume $\Omega$ with $M=N\Omega$ oxygen sites. If $v$ sites are empty, neutrality requires $2v$ band electrons. The statistical weight of this situation has three factors.

The vacancies can be placed in $\binom{M}{v}$ ways. The dilute electrons contribute $q^{2v}/(2v)!$, where $q$ is the partition sum of one electron and the factorial accounts for their being identical. Finally, each removal costs a free energy $G$, which covers everything except vacancy placement and electron motion. Thus

$$W(v)=\binom{M}{v}\frac{q^{2v}}{(2v)!}\,e^{-vG/\tau}.$$

For a parabolic band of mass $m$, with energy measured from the band edge and two spin states,

$$q=\frac{2\Omega}{(2\pi)^3}\int e^{-k^2/2m\tau}\,d^3k
=\frac{2\Omega}{(2\pi)^3}(2\pi m\tau)^{3/2}=N_c\Omega,$$

$$N_c=2\left(\frac{m\tau}{2\pi}\right)^{3/2}.$$

To find the most probable $v$, compare neighbouring weights:

$$\frac{W(v+1)}{W(v)}=\frac{M-v}{v+1}\,\frac{q^2}{(2v+1)(2v+2)}\,e^{-G/\tau}.$$

This ratio falls as $v$ grows, so $W$ has a single peak, where the ratio passes through one. For $1\ll v\ll M$ the condition becomes

$$\frac{M}{v}\,\frac{q^2}{(2v)^2}\,e^{-G/\tau}=1.$$

Since $v=[V]\Omega$ and $2v=n\Omega$, all volumes cancel:

$$[V]\,n^2=N N_c^2e^{-G/\tau}.$$

The peak is narrow. Near it the logarithm of the ratio changes by $-3/v$ per added vacancy, so the variance of $v$ is about $v/3$. The relative spread, $1/\sqrt{3v}$, vanishes for a large sample, and the peak value may be used as the mean.

### Separating the pressure

Let $\zeta(T)$ be the partition sum of one O$_2$ molecule per unit gas volume. For an ideal gas of density $p/\tau$,

$$\mu_{\mathrm{O_2}}=-\tau\ln\frac{\zeta\tau}{p}.$$

Let $E_0$ be the static energy of removal, with the electrons at the band edge and O$_2$ at the bottom of its potential well. The lost lattice atom is modelled by three oscillators of quantum $\omega$, each with partition sum $z_s=1/[2\sinh(\omega/2\tau)]$. Their free energy, $-3\tau\ln z_s$, disappears with the atom and must be subtracted:

$$G=E_0+\tfrac12\mu_{\mathrm{O_2}}+3\tau\ln z_s=g(T)+\tfrac12\tau\ln p,$$

$$g(T)=E_0-\tfrac12\tau\ln(\zeta\tau)+3\tau\ln z_s.$$

Because $e^{-G/\tau}=e^{-g/\tau}p^{-1/2}$, we obtain the mass-action law

$$[V]\,n^2p^{1/2}=K(T),\qquad K=NN_c^2e^{-g/\tau}.$$

Now insert $[V]=n/2$:

$$n^3=2Kp^{-1/2},\qquad n=(2K)^{1/3}p^{-1/6}.$$

The cube contains one factor of $n$ from the vacancies and two from the electrons. At fixed $p$ its logarithmic derivative gives

$$3E_a=-\frac{d\ln K}{d\beta}.$$

### Identifying the enthalpy

It remains to show that the right side is the reduction enthalpy. From the expression for $K$,

$$\ln K=\ln N+2\ln N_c-\beta E_0+\tfrac12\ln(\zeta\tau)-3\ln z_s.$$

Since $N_c\propto\beta^{-3/2}$, the electron term contributes $3\tau$ to $-d\ln K/d\beta$. This is the mean kinetic energy of two electrons, $2\times\frac32\tau$.

For the gas, with total molecular mass $M_g$, rotational constant $B$ and vibrational quantum $w$,

$$\zeta=3\left(\frac{M_g\tau}{2\pi}\right)^{3/2}\frac{\tau}{2B}\,\frac{1}{2\sinh(w/2\tau)}.$$

The factor 3 counts the electronic spin states. The factor $\frac12$ in the rotational sum appears because half the rotational states are allowed for two identical oxygen nuclei. Hence $\zeta\tau\propto\beta^{-7/2}/\sinh(\beta w/2)$, and

$$-\frac12\frac{d\ln(\zeta\tau)}{d\beta}=\frac74\tau+\frac w4\coth\frac{w}{2\tau}.$$

This is half the enthalpy of one O$_2$ molecule. Translation gives $\frac32\tau$, rotation $\tau$, and the pressure-volume term another $\tau$; the remainder is vibration. For the lost atom,

$$3\frac{d\ln z_s}{d\beta}=-\frac{3\omega}{2}\coth\frac{\omega}{2\tau},$$

which is minus its vibrational energy. Adding the pieces,

$$-\frac{d\ln K}{d\beta}=E_0+3\tau+\frac74\tau+\frac w4\coth\frac{w}{2\tau}-\frac{3\omega}{2}\coth\frac{\omega}{2\tau}=\Delta H.$$

Here $E_0$ is the static cost of the reaction; each other term is the thermal energy or enthalpy of a species formed, or minus the vibrational energy of the atom lost. Therefore

$$\boxed{E_a=\frac{\Delta H}{3}}$$

## Second derivation: moving along the equilibrium line

The same result follows without a partition function. Let $\mu_V$ be the free-energy change of the solid when a lattice oxygen is replaced by $V^{2+}$. Equilibrium requires

$$\mu_V+2\mu_e+\tfrac12\mu_{\mathrm{O_2}}=0.$$

A uniform electrostatic potential $\phi$ adds $2\phi$ to the first term and $-2\phi$ to the second, so its choice does not matter.

For any species $\mu=h-Ts$, where $h$ and $s$ are its partial enthalpy and entropy. At fixed pressure and composition, $\partial\mu/\partial T=-s$. Since $\beta\,\partial/\partial\beta=-T\,\partial/\partial T$,

$$\frac{\partial(\beta\mu)}{\partial\beta}=\mu+\beta\frac{\partial\mu}{\partial\beta}=\mu+Ts=h.$$

For a dilute species, $\beta\mu$ also contains the logarithm of its density; for an ideal gas it contains the logarithm of its pressure. The total changes are therefore

$$d(\beta\mu_V)=h_Vd\beta+d\ln[V],$$

$$d(\beta\mu_e)=h_ed\beta+d\ln n,$$

$$d(\beta\mu_{\mathrm{O_2}})=h_{\mathrm{O_2}}d\beta+d\ln p.$$

Equilibrium holds at both ends of a small temperature step, so the weighted sum of these changes is zero:

$$\Delta H\,d\beta+d\ln[V]+2\,d\ln n+\tfrac12d\ln p=0,$$

where $\Delta H=h_V+2h_e+\frac12h_{\mathrm{O_2}}$. Neutrality gives $d\ln[V]=d\ln n$, and fixed pressure gives $d\ln p=0$. Then $3\,d\ln n=-\Delta H\,d\beta$, which is again $E_a=\Delta H/3$.

The equation also shows what happens if the pressure changes during heating:

$$E_a'=-\frac{d\ln n}{d\beta}=\frac{\Delta H}{3}+\frac16\frac{d\ln p}{d\beta}.$$

Physically, one removal adds a vacancy and two electrons. The equilibrium product rises with the full enthalpy, but that rise is shared among three density factors that grow together.

## A film at 1100 K

Take rough, round parameters for a crystalline indium-oxide-like film: $E_0=4.00$ eV, $N=4.5\times10^{22}$ cm$^{-3}$, $m=0.25$, $\omega=0.05$ eV and $w=0.20$ eV. The oxygen pressure is 0.10 Torr. At 1100 K, $\tau=0.0948$ eV, and the enthalpy is

$$\Delta H=4.000+0.284+0.230-0.291=4.223\ \text{eV}.$$

The added terms belong to the two electrons and half an O$_2$ molecule; the subtracted term belongs to the lost atom. One third is 1.408 eV, or 135.8 kJ/mol. Using $E_0/3=1.333$ eV instead would put the slope about 5% too low.

The reaction constant is $K=1.036\times10^{49}$ cm$^{-9}$ Torr$^{1/2}$, so

$$n^3=2(1.036\times10^{49})(0.10)^{-1/2}=6.55\times10^{49}\ \text{cm}^{-9},$$

and $n=4.03\times10^{16}$ cm$^{-3}$, with half as many vacancies.

A separate calculation summed $W(v)$ over vacancy numbers in a cube of edge 1 µm, using explicit energy levels for the electrons, gas and lattice oscillators. It tests the algebra, not the material model. Its density agrees with the formula to about one part in $10^4$. Its slope between 1098 and 1102 K is 1.4077 eV, equal to one third of the enthalpy at the printed precision. Raising the pressure from 0.10 to 1.0 Torr gives the exponent $-0.16667$, as expected from $p^{-1/6}$.

The enthalpy itself varies with temperature, from 4.204 eV at 1000 K to 4.242 eV at 1200 K. The Arrhenius plot is therefore slightly curved. A straight line through five temperatures in this range has slope 1.407 eV, and its largest misfit in $\ln n$ is 0.0015, while $\ln n$ changes by 2.7. The local law does not need a constant enthalpy; a straight line does.

## When other charges matter

Suppose fixed, ionized donors of density $D$ are present. Then $n=2[V]+D$, so $[V]=(n-D)/2$ and

$$d\ln[V]=\frac{n}{n-D}\,d\ln n.$$

The equilibrium-line equation at fixed pressure becomes

$$E_a=\frac{\Delta H}{2+n/(n-D)}.$$

For $D=10^{16}$ cm$^{-3}$ the density rises by a factor 1.090, to $4.39\times10^{16}$ cm$^{-3}$. The divisor is $2+4.39/3.39=3.29$, and the slope falls to 1.28 eV.

Acceptors of density $A$ correspond to $D=-A$. If $A\gg n$, they fix $[V]\approx A/2$, and the divisor tends to 2. With $A=10^{19}$ cm$^{-3}$, and with holes and interactions left out, the slope is 2.11 eV, close to $\Delta H/2$. At this charge density interactions are not small: the linear screening estimate of the next section would lower the slope by more than a tenth. Its parameter $S$ exceeds 3 here, well outside the range of linear theory, so this figure only shows that the correction is large. Oxygen exchange is still active here; the acceptors merely prevent the vacancy density from changing appreciably.

Singly ionized vacancies also change the count. If they alone balanced the electrons, then $n=[V^+]$, and their reaction would produce one vacancy and one electron. The same argument would give $2\,d\ln n=-\Delta H_1d\beta$, or $E_a=\Delta H_1/2$, where $\Delta H_1$ belongs to that reaction. In the example, with an assumed electron binding energy of 0.20 eV, they are a minority and raise the slope only to 1.413 eV.

## Interactions, band motion and conductivity

Mobile charges attract a screening cloud. In linear theory the potential obeys $\nabla^2\phi=\phi/\lambda^2$ away from the central charge, with

$$\lambda^2=\frac{\epsilon\tau}{4\pi(n+4[V])}=\frac{\epsilon\tau}{12\pi n},$$

where $\epsilon$ is the dielectric constant. The cloud of a charge $z$ produces the potential $-z/(\epsilon\lambda)$ at its centre. Building up the charge gradually introduces a factor $\frac12$, so its free energy changes by $-z^2/(2\epsilon\lambda)$. For one vacancy and two electrons the sum of $z^2$ is $4+1+1=6$. Hence

$$n^3=2Kp^{-1/2}e^S,\qquad S=\frac{3}{\epsilon\lambda\tau}\propto n^{1/2}\beta^{3/2}.$$

Differentiating, with $d\ln n/d\beta=-E_a$,

$$-3E_a=-\Delta H+S\left(-\frac{E_a}{2}+\frac{3\tau}{2}\right),$$

$$E_a=\frac{\Delta H-\frac32S\tau}{3-\frac12S}.$$

For $\epsilon=9$, $\lambda=18.9$ nm and $S=0.268$. The slope becomes $(4.223-0.038)/2.866=1.460$ eV, about 4% above the ideal value.

A band edge that falls linearly with temperature behaves differently. If it falls by $aT$, then $G$ changes by $-2aT$, and $G/\tau$ changes by the constant $-2a/k_B$. The density is multiplied by $e^{2a/3k_B}$, but the slope is unchanged. For $a=0.2$ meV/K the factor is 4.70: a large error in density need not imply an error in activation energy.

Degeneracy and holes barely affect this example. The slopes are 1.407 and 1.408 eV when each is included separately. With degeneracy, singly ionized vacancies, holes, donors, screening and band-edge motion all included, the density is 5.95 times the ideal value and the slope is 1.53 eV, about 9% above $\Delta H/3$. The band-edge motion leaves the slope unchanged only in the ideal balance; here it acts through the larger density. That density raises $S$ from 0.27 to 0.62, reduces the effect of the fixed donors to about $-0.02$ eV, and raises the singly ionized vacancies from 3% to 12% of the doubly ionized ones, which adds about $+0.02$ eV. With the band edge held fixed, the other five effects together give 1.35 eV, below $\Delta H/3$. Since the screening theory is linear, this is an estimate of size, not a precise correction.

Conductivity is proportional to $n$ times mobility. If the mobility falls as $T^{-3/2}\propto\beta^{3/2}$, it contributes $-\frac32\tau$ to the slope. The ideal conductivity slope is then $1.408-0.142=1.266$ eV. Treating it as $\Delta H/3$ without this correction would underestimate the enthalpy by about 10%.

## Comparison with real films

The density in this example is low beside undoped conducting indium oxide films, which can carry roughly $10^{18}$ to $10^{20}$ electrons per cm$^3$. The chosen $E_0$ is not a measured value, and the density is very sensitive to it: in the ideal formula, lowering $E_0$ by 1 eV multiplies $n$ by $e^{1/0.284}\approx34$ at 1100 K. At much higher densities, degeneracy and interactions would have to be reassessed. Amorphous films add another restriction, since they may crystallize at the temperatures considered here.

The assumption most clearly broken in a device at room temperature is exchange with the gas. The equilibrium formula gives $n=0.7$ cm$^{-3}$ at 300 K, effectively no electrons in a thin film. With an assumed jump barrier of 1.5 eV and attempt rate of $10^{13}$ s$^{-1}$, however, the mean wait for one vacancy jump is $1.6\times10^{12}$ s. At 1100 K it is $7.5\times10^{-7}$ s, although rapid jumps alone do not guarantee rapid exchange at the surface. A cooled film can therefore retain vacancies formed while hot. If they all stay doubly ionized and their number is frozen, $n=2[V]$ is constant and the activation energy is zero, not $\Delta H/3$. Full ionization is not guaranteed, however. With the vacancy density found at 1100 K, the binding energy of 0.20 eV assumed above, and capture of a second electron left out, most vacancies hold one electron at 300 K. The density is then close to $[V]$ instead of $2[V]$, and the slope is about 0.007 eV: small, but not exactly zero. Capture of a second electron can change this: if it were bound by 0.15 eV, the density would fall to about $0.64[V]$ and the slope would rise to about 0.06 eV.

## What the two derivations assume

Both derivations require oxygen equilibrium, fixed pressure, dilute noninteracting charges and $n=2[V]$. They differ in what they need to know about the material.

Counting requires a model of its energy levels: here a parabolic band, independent lattice oscillators and an ideal molecular gas. In return it gives $K$, the density itself and each thermal contribution to $\Delta H$. An error in the model can change all of these.

The equilibrium-line argument needs no parabolic band or oscillator model. It uses the logarithmic dependence of each dilute chemical potential on density, together with the enthalpies, whatever their microscopic origin. A nonparabolic band would change $\Delta H$ and $n$, but not the factor one third while the electrons remained dilute. The price of this generality is that the argument predicts a slope and not an absolute density.

The two also locate failures differently. In the count, degeneracy invalidates the factor $q^{2v}/(2v)!$; in the thermodynamic argument, it invalidates $d\ln n$ as the density term in $d(\beta\mu_e)$. Extra dopants alter the neutrality condition instead. The term $d\ln n$ stays valid, and the counting factor keeps its dilute form, but with the new electron number in place of $2v$: for donors it becomes $q^{N_e}/N_e!$ with $N_e=2v+D\Omega$. A slope measured at fixed oxygen pressure can therefore be converted to a reduction enthalpy by multiplying by three only after the charge balance and oxygen exchange have been established, and only if the charges are dilute enough for their interactions to be small. The pressure exponent $-1/6$ helps to test the balance, but the temperature dependence of mobility must still be removed if conductivity is what was measured. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
INPUTS (rough round values)
temperature 1100 K, O2 pressure 0.10 Torr
oxygen site density 4.50e+22 cm^-3
static removal energy E0 4.00 eV
electron mass 0.25, hole mass 2.0 (free mass = 1)
lattice quantum 0.05 eV
O2 quantum 0.20 eV, bond 0.12 nm
gap 2.5 eV, V+ binding 0.20 eV
dielectric constant 9
donors 1.0e+16, acceptors 1.0e+19 cm^-3
band-edge shift 0.2 meV/K downward
MAIN RESULTS
thermal energy kT 0.09479 eV
band density Nc 2.2024e+19 cm^-3
removal free energy G 2.5806 eV
reaction constant K 1.0362e+49 cm^-9 Torr^(1/2)
n from counting 4.0322e+16 cm^-3
n from formula 4.0318e+16 cm^-3
vacancy density 2.0159e+16 cm^-3
two-electron thermal energy 0.2844 eV
half O2 enthalpy 0.2297 eV
lost lattice vibration energy 0.2909 eV
reduction enthalpy 4.2231 eV = 407.5 kJ/mol
one third of enthalpy 1.4077 eV = 135.8 kJ/mol
slope from counting 1.4077 eV
one third of E0 1.3333 eV
pressure exponent -0.16667
ARRHENIUS LINE
T 1000 K: n 9.1631e+15 cm^-3, enthalpy 4.2045 eV
T 1050 K: n 1.9896e+16 cm^-3, enthalpy 4.2138 eV
T 1100 K: n 4.0322e+16 cm^-3, enthalpy 4.2231 eV
T 1150 K: n 7.6959e+16 cm^-3, enthalpy 4.2325 eV
T 1200 K: n 1.3937e+17 cm^-3, enthalpy 4.2418 eV
fitted slope 1.4073 eV
largest misfit in ln n 1.5e-03
NEGLECTED EFFECTS: density ratio to ideal, slope
degeneracy: 0.9996, 1.4072 eV
singly ionized V: 1.0050, 1.4130 eV
holes: 1.0000, 1.4077 eV
residual donors: 1.0899, 1.2818 eV
screening: 1.0935, 1.4603 eV
band-edge shift: 4.6986, 1.4077 eV
all six together: 5.9504, 1.5276 eV
Debye length 18.88 nm, S 0.2682
acceptor-fixed V: n 2.560e+15 cm^-3, slope 2.1113 eV
half of enthalpy 2.1115 eV
conductivity slope, mobility T^-1.5: 1.2655 eV
COOLED FILM
equilibrium n at 300 K 6.82e-01 cm^-3
jump barrier 1.5 eV, attempt rate 1e+13 1/s
vacancy jump wait at 1100 K: 7.5e-07 s
vacancy jump wait at 300 K: 1.6e+12 s
```
